# Why an accurate electron count does not certify a SCAN grid

## Question

I am testing radial grids on a free argon atom, with the density held fixed. With 100 radial points my grid integrates the density to 18 electrons with an error of order \(10^{-11}\). I took that as proof that the grid was converged. The PBE exchange-correlation energy agrees: it hardly moves when I stretch or compress the grid by a few per cent. The SCAN energy of the same density, on the same points, moves by something like a millihartree.

How can a grid that knows the density to eleven decimals be wrong in the third decimal of an energy computed from that density and its orbitals? Is SCAN failing to converge at all, and what should I check instead of the electron count?

## Answer

The count tests the grid on one integrand, the density itself. The SCAN energy is the integral of a different function, with much finer structure in \(r\). Knowing the integrand accurately at each grid point says nothing about what it does between the points. SCAN does converge on refinement, but far more slowly than the count.

I use hartree atomic units and a closed-shell atom, so that the density is spherical and the radial quadrature is the one source of grid error. The density is built from Gaussian orbitals and is the same for every functional.

### What a radial grid can integrate

Put \(x=\ln r\), so that \(dr=e^x dx\). For a spherical function \(F\),

\[
I=\int_0^\infty 4\pi r^2F(r)\,dr=\int_{-\infty}^{\infty}G(x)\,dx,\qquad G(x)=4\pi e^{3x}F(e^x).
\]

Take equally spaced points \(x_j=\delta+jh\). The trapezoidal sum is

\[
T(\delta)=h\sum_{j=-\infty}^{\infty}G(\delta+jh).
\]

Shifting \(\delta\) by \(h\) relabels the points, so \(T\) is periodic in \(\delta\) and has a Fourier series \(T=\sum_m c_m e^{2\pi im\delta/h}\). Its coefficients are

\[
c_m=\frac1h\int_0^h T(\delta)e^{-2\pi im\delta/h}d\delta
=\sum_j\int_0^h G(\delta+jh)e^{-2\pi im\delta/h}d\delta .
\]

Since \(e^{-2\pi im\delta/h}=e^{-2\pi im(\delta+jh)/h}\), the pieces join into one integral over the whole line:

\[
c_m=\hat G(2\pi m/h),\qquad \hat G(k)=\int_{-\infty}^{\infty}G(x)e^{-ikx}dx .
\]

The term \(m=0\) is \(I\), and the rest is the error:

\[
T(\delta)-I=\sum_{m\neq0}\hat G(2\pi m/h)\,e^{2\pi im\delta/h}.
\]

One placement of the grid may give a small error by luck, so I average the squared error over \(\delta\). The cross terms vanish, and \(|\hat G(-k)|=|\hat G(k)|\) for real \(G\). If the first harmonic dominates,

\[
\text{rms error}\simeq\sqrt2\,|\hat G(k)|,\qquad k=2\pi/h .
\]

Thus a spacing is adequate for a given integrand when that integrand has negligible Fourier content at \(2\pi/h\) and its multiples. The question has to be asked separately for each integrand.

### Why the count converges so fast

Argon has filled \(s\) and \(p\) shells. Summed over a filled shell, products of Gaussian orbitals on one centre give terms \(r^{2l}e^{-ar^2}\) with \(l=0,1\). Apart from constants, the transform of one term is

\[
\int_{-\infty}^{\infty}e^{(2l+3-ik)x}e^{-ae^{2x}}dx .
\]

Substitute \(u=ae^{2x}\), so \(dx=du/(2u)\) and \(e^x=(u/a)^{1/2}\):

\[
\frac12a^{-(2l+3-ik)/2}\int_0^\infty u^{(2l+3-ik)/2-1}e^{-u}du
=\frac12a^{-(2l+3-ik)/2}\,\Gamma\!\left(l+\tfrac32-\tfrac{ik}2\right).
\]

Divide by the value at \(k=0\). The factor \(a^{ik/2}\) has modulus one, so the exponent \(a\) drops out. With \(k/2=\pi/h\),

\[
\text{relative rms error}\simeq\sqrt2\,\frac{|\Gamma(l+\frac32+i\pi/h)|}{\Gamma(l+\frac32)} .
\]

For large \(y\), Stirling's formula gives \(|\Gamma(\sigma+iy)|\simeq\sqrt{2\pi}\,y^{\sigma-1/2}e^{-\pi y/2}\). With \(y=\pi/h\) the error falls as \((\pi/h)^{l+1}e^{-\pi^2/(2h)}\). For \(l=1\) the full formula gives \(1.3\times10^{-8}\) at \(h=0.20\) and \(6.0\times10^{-12}\) at \(h=0.15\). The count is therefore an easy integral for this grid.

### What SCAN adds

SCAN uses the positive kinetic-energy density \(\tau\) through

\[
\alpha=\frac{\tau-\tau_W}{\tau_{\rm unif}},\qquad
\tau_W=\frac{|\nabla\rho|^2}{8\rho},\qquad
\tau_{\rm unif}=\frac3{10}(3\pi^2)^{2/3}\rho^{5/3}.
\]

Here \(\alpha=0\) where a single orbital makes up the density, and \(\alpha=1\) in the uniform gas. The exchange energy is the integral of \(\rho\,\varepsilon_x^{\rm unif}F_x\), with

\[
F_x=\{h_1(s,\alpha)+f(\alpha)[h_0-h_1(s,\alpha)]\}\,g(s),\qquad h_0=1.174,
\]

where \(\varepsilon_x^{\rm unif}\) is the uniform-gas exchange energy per electron and \(s\) the reduced density gradient. The functions \(h_1\) and \(g\) interest us here only because they are analytic at \(\alpha=1\), for \(s>0\). The switching function is

\[
f(\alpha)=\begin{cases}e^{-c_1\alpha/(1-\alpha)},&\alpha<1,\\[2pt]-d\,e^{c_2/(1-\alpha)},&\alpha>1,\end{cases}
\]

with \(c_1=0.667\), \(c_2=0.8\), \(d=1.24\) and \(f(1)=0\). SCAN correlation has a switch of the same form with other constants.

Below the crossing, write \(\alpha/(1-\alpha)=1/(1-\alpha)-1\). Then

\[
f=e^{c_1}e^{-c_1/(1-\alpha)} .
\]

Let \(\alpha\) pass through 1 at \(x_0\) with slope \(\alpha'=d\alpha/dx\), and let \(t>0\) be the distance from \(x_0\) on the side where \(\alpha<1\). Write \(1-\alpha=|\alpha'|t+bt^2+\dots\). Then \(1/(1-\alpha)=1/(|\alpha'|t)-b/\alpha'^2+O(t)\), so as \(t\to0^+\)

\[
f\simeq e^{c_1(1+b/\alpha'^2)}\,e^{-c/t},\qquad c=\frac{c_1}{|\alpha'|}.
\]

Every derivative of \(e^{-c/t}\) is a polynomial in \(1/t\) times \(e^{-c/t}\), and tends to zero as \(t\to0^+\). The other side behaves in the same way with \(c_2\). Hence \(f\) is infinitely differentiable, yet its Taylor series at the crossing is identically zero while the function is not. The point is an essential singularity lying on the integration path.

### The resulting rate of convergence

A model with this singularity and a decaying tail can be transformed in closed form. Start from

\[
K_1(z)=\frac12\int_0^\infty e^{-(z/2)(v+1/v)}dv,\qquad \operatorname{Re}z>0 .
\]

For \(q>0\), set \(t=\sqrt{c/q}\,v\). Then \(c/t=\sqrt{cq}/v\) and \(qt=\sqrt{cq}\,v\), so

\[
\int_0^\infty e^{-c/t-qt}dt=2\sqrt{\frac cq}\,K_1(2\sqrt{cq}).
\]

Both sides are analytic for \(\operatorname{Re}q>0\), so we may put \(q=1+ik\). The left side is then the Fourier transform \(\hat F(k)\) of \(e^{-c/t-t}\).

For large \(|z|\) the integral for \(K_1\) comes from near \(v=1\), where \(v+1/v\simeq2+(v-1)^2\). The Gaussian integral gives \(K_1(z)\simeq\sqrt{\pi/(2z)}\,e^{-z}\). For large \(k\), \(q\simeq ik\) and \(z\simeq2\sqrt{ck}\,e^{i\pi/4}\), whose real part is \(\sqrt{2ck}\). The modulus is therefore

\[
|\hat F(k)|\simeq2\sqrt{\frac ck}\,\sqrt{\frac{\pi}{4\sqrt{ck}}}\;e^{-\sqrt{2ck}}
=\sqrt\pi\,c^{1/4}k^{-3/4}e^{-\sqrt{2ck}} .
\]

This falls faster than any power of \(h\), so refinement does work. But halving \(h\) multiplies the exponent by \(\sqrt2\), whereas for the count it multiplies the exponent by 2. The law holds for \(ck\gg1\). In that range a steeper crossing, which has a smaller \(c\), is damped less and gives a larger error at the same \(k\).

The phase matters too. From \(2\sqrt{c/q}\), \(K_1\) and \(q\simeq ik\), the phase of \(\hat F\) is \(-3\pi/8-\sqrt{2ck}\). Take \(c=0.2\) and a grid with a point at \(t=0\). The first harmonic contributes \(2\operatorname{Re}\hat F\):

- At \(h=0.20\) the phase is \(-4.72\), close to \(-3\pi/2\), and the first harmonic is strongly suppressed: the exact transform gives \(-1.2\times10^{-4}\), against a possible amplitude \(2|\hat F|\approx5\times10^{-3}\). The second harmonic remains; its frequency is that of the first harmonic at \(h=0.10\).
- At \(h=0.10\) the phase is \(-6.19\), close to \(-2\pi\), and the first harmonic contributes about \(2\times3.5\times10^{-4}=7\times10^{-4}\).

The computed errors are \(6.2\times10^{-4}\) and \(6.7\times10^{-4}\). Halving the spacing changes the result by only \(5\times10^{-5}\), less than a tenth of the error that remains. A single refinement can thus look converged when it is not, which is why I use errors averaged over shifts.

### Argon in numbers

The density is the restricted Hartree–Fock density in the cc-pVTZ basis. On a very fine logarithmic grid it gives 18.0000000000 electrons and

\[
E_{xc}^{\rm PBE}=-30.70400,\quad E_{xc}^{\rm r^2SCAN}=-30.88006,\quad E_{xc}^{\rm SCAN}=-30.95531\ \text{hartree}.
\]

These are the references for the errors below. They are quadrature limits for this density, not true energies of argon: basis-set error, the error of each functional and self-consistency with it are left out. A separate three-dimensional grid reproduces the SCAN value within \(10^{-6}\) hartree.

In this density \(\alpha\) crosses 1 five times:

| \(r\) (bohr) | \(d\alpha/d\ln r\) | \(c\) |
|---|---|---|
| 0.103 | +2.99 | 0.223 |
| 0.204 | −2.61 | 0.255 |
| 0.546 | +4.89 | 0.136 |
| 0.985 | −5.32 | 0.125 |
| 2.825 | +2.82 | 0.237 |

For the steepest crossing, \(c=0.667/5.32=0.125\). At \(h=0.10\), \(k=62.8\), and the exponential factor in the model law is \(e^{-\sqrt{2\times0.125\times62.8}}=e^{-4.0}\). The exponential in the count error is \(e^{-\pi^2/0.20}=e^{-49}\).

The rms errors over all shifts of the logarithmic grid are, in electrons for \(N\) and in hartree for the energies:

| \(h\) | \(N\) | PBE | r²SCAN | SCAN |
|---|---|---|---|---|
| 0.25 | 7.8e-6 | 7.2e-4 | 1.4e-3 | 7.0e-3 |
| 0.20 | 2.9e-8 | 2.0e-4 | 1.6e-3 | 1.1e-2 |
| 0.15 | 2.1e-11 | 2.1e-5 | 4.8e-4 | 4.2e-3 |
| 0.10 | 3.0e-15 | 1.4e-7 | 6.9e-5 | 1.8e-3 |
| 0.05 | 2.2e-15 | 9.4e-13 | 1.9e-6 | 1.3e-4 |

At \(h=0.15\) the relative count error is \(2.1\times10^{-11}/18=1.2\times10^{-12}\). The relative SCAN error is \(4.2\times10^{-3}/30.96=1.4\times10^{-4}\), about \(10^8\) times larger. In absolute terms it is 11 kJ/mol. Going from \(h=0.20\) to \(0.10\) divides the count error by about \(10^7\), at which point it has reached rounding level, and the SCAN error by 6.3.

Two features deserve care. First, the SCAN error grows from \(h=0.25\) to \(0.20\). Interference between contributions from different radii could do this, but I have not separated them, so that is a conjecture. The r²SCAN error, with no singularity at \(\alpha=1\), also rises slightly over the same step, so the singular points need not be the cause. Second, PBE also converges more slowly than the count. Even for a functional without this switch, the count error is not an estimate of the energy error.

### Is the switch really responsible?

The comparison with PBE does not settle this, because the two functionals differ in many ways. A cleaner experiment keeps SCAN exchange as it is and replaces only \(f\) by the switch of the MS0 functional,

\[
f_{\rm MS0}(\alpha)=\frac{(1-\alpha^2)^3}{1+\alpha^3+\alpha^6}.
\]

It also equals 1 at \(\alpha=0\) and 0 at \(\alpha=1\), and it is negative beyond. Its denominator is positive for \(\alpha\ge0\), so it is analytic there. The hybrid serves as a diagnostic, not as a functional to use. Each version is measured against its own fine-grid limit, in hartree:

| \(h\) | SCAN switch | rational switch |
|---|---|---|
| 0.15 | 3.9e-3 | 4.6e-4 |
| 0.10 | 1.7e-3 | 1.5e-4 |
| 0.05 | 1.9e-4 | 7.2e-8 |

At \(h=0.05\) the replacement lowers the exchange error by a factor of about 2600. For this atom, then, the form of the switch causes nearly all of the exchange grid error at that spacing. At \(h=0.10\) and \(0.15\) the gain is only about tenfold; I have not separated what causes the error that remains there with the rational switch.

The functional r²SCAN acts on the same weakness. It uses a slightly regularised \(\alpha\) and a polynomial switch from 0 to 2.5, so nothing singular happens at 1. At \(h=0.05\) its error is \(1.9\times10^{-6}\) hartree, against \(1.3\times10^{-4}\) for SCAN. The polynomial joins an exponential branch at 2.5 with finite smoothness, so I do not claim exponential convergence for it on very fine grids.

### Your 100-point grid

The logarithmic grid made the analysis simple, but the effect does not depend on it. The Mura–Knowles mapping, taken here with midpoint nodes, is

\[
r=-R\ln(1-u^3),\qquad dr=\frac{3Ru^2}{1-u^3}\,du,\qquad u_i=\frac{i-\frac12}{n},\quad i=1,\dots,n .
\]

Take \(R=5.2\) bohr and average the squared error over 21 values of \(R\) within ±10%. The rms errors, in the units used above, are:

| \(n\) | \(N\) | PBE | r²SCAN | SCAN |
|---|---|---|---|---|
| 50 | 2.3e-8 | 3.5e-6 | 3.3e-4 | 1.3e-2 |
| 75 | 1.1e-9 | 4.3e-8 | 7.1e-5 | 2.1e-3 |
| 100 | 2.4e-11 | 4.4e-9 | 1.3e-5 | 8.6e-4 |
| 150 | 5.5e-15 | 2.6e-12 | 5.8e-7 | 2.5e-4 |

With 100 points the SCAN error is \(8.6\times10^{-4}\) hartree, or 2.3 kJ/mol, beside a count error of \(2.4\times10^{-11}\) electrons. That is the behaviour you describe.

The size agrees with the logarithmic grid. The local spacing in \(\ln r\) is

\[
h_{\rm loc}=\frac1{nr}\frac{dr}{du}=\frac{3u^2}{n(1-u^3)[-\ln(1-u^3)]} .
\]

At the innermost crossing, \(r/R=0.103/5.2=0.0198\), so \(u^3=1-e^{-0.0198}=0.0196\) and \(u=0.270\). For \(n=100\) this gives \(h_{\rm loc}=0.11\). At \(r=0.985\) bohr the same steps give \(u=0.557\) and \(h_{\rm loc}=0.059\). The error indeed lies between those of the logarithmic grid at \(h=0.10\) and \(0.05\).

### What to check instead

Keep the electron count as an alarm. A bad count reveals missing points, wrong weights or a grid that is much too coarse. A good count does not certify the exchange-correlation energy.

For convergence, compute the quantity you need, with the functional you will use, while increasing the number of radial points. At each size, also rescale the radial grid by several factors spanning at least one local spacing in \(\ln r\), and look at the spread. That spread exposes the lucky agreement seen in the model above. If you need an energy difference, test the difference itself; nothing here shows that the errors cancel. In a molecule the angular grid and the partition into atomic cells add errors of their own, which this atomic example cannot measure.

The accompanying numerical test checks the Gamma-function and \(K_1\) error series against direct sums, the modulus law at large \(k\), and the argon comparisons. The phases and the local spacings were worked out by hand above.

## Calculated quantities

```
Ar, RHF/cc-pVTZ density; energies in hartree (Eh)
RHF total energy: -526.813134 Eh
reference electron count: 18.0000000000
reference E_xc PBE: -30.7040035 Eh
reference E_xc r2SCAN: -30.8800551 Eh
reference E_xc SCAN: -30.9553082 Eh
SCAN E_xc on separate 3D grid: -30.9553076 Eh
alpha = 1 crossings: r (bohr), d alpha/d ln r, c = c1/|slope|
  0.1031  +2.991  0.223
  0.2038  -2.616  0.255
  0.5460  +4.849  0.138
  0.9854  -5.284  0.126
  2.8249  +2.820  0.237
Single Gaussian, relative rms count error: h, l=0, l=1
  0.25  1.3e-07  1.1e-06
  0.20  1.2e-09  1.3e-08
  0.15  4.3e-13  6.0e-12
  0.10  4.7e-20  9.8e-19
  0.05  3.4e-41  1.4e-39
Model exp(-c/t-t), c=0.2: h, error, |F(k)| by law
  0.20  +6.20e-04  2.58e-03
  0.10  +6.73e-04  3.53e-04
  0.05  -2.03e-05  2.63e-05
exact |F|/law at h=0.005: 0.9994
Log grid, rms errors: h, points, count (electrons),
  then E_xc of PBE, r2SCAN, SCAN (Eh)
  0.25   66 7.8e-06 7.2e-04 1.4e-03 7.0e-03
  0.20   83 2.9e-08 2.0e-04 1.6e-03 1.1e-02
  0.15  110 2.1e-11 2.1e-05 4.8e-04 4.2e-03
  0.10  166 3.0e-15 1.4e-07 6.9e-05 1.8e-03
  0.05  332 2.2e-15 9.4e-13 1.9e-06 1.3e-04
SCAN, h=0.15, worst shift: 6.38e-03 Eh
SCAN, h=0.15, rms: 10.986 kJ/mol
error ratio h=0.20 to 0.10, count: 9.6e+06
error ratio h=0.20 to 0.10, SCAN: 6.3
SCAN exchange, rms error (Eh): h, own switch, rational
  0.15  3.9e-03  4.6e-04
  0.10  1.7e-03  1.5e-04
  0.05  1.9e-04  7.2e-08
Mura-Knowles grid, rms errors: points, count (electrons),
  then E_xc of PBE, r2SCAN, SCAN (Eh)
    50 2.3e-08 3.5e-06 3.3e-04 1.3e-02
    75 1.1e-09 4.3e-08 7.1e-05 2.1e-03
   100 2.4e-11 4.4e-09 1.3e-05 8.6e-04
   150 5.5e-15 2.6e-12 5.8e-07 2.5e-04
SCAN, 100 points, rms: 2.2561 kJ/mol
```
